# The Kleinman-Bylander force in plane waves and its cubic cost, part 1

(Sections cited here and not found follow in the second part.)

## Projector overlaps and the force

If the nonlocal part of a pseudopotential is left out of the forces, an optimizer follows arrows that are not the slope of the energy. It then stops where its arrows vanish, which need not be a minimum. In the two-atom model worked out below, the nonlocal part supplies 0.051 of a total of 0.183 hartree/bohr along \(x\) on one of the atoms, so its omission would falsify that component by 28 per cent of the total. The share depends on the atom: on the other one it is 0.004 of 0.183, about 2 per cent. These totals are electronic forces only, since the model has no repulsion between the atoms. Numerical differentiation would give the right slope, but central differences for \(N\) atoms need \(6N\) displaced ground states. If each of these costs \(N^3\) operations, the forces cost \(N^4\). An analytic formula is needed, in a form whose cost for all atoms grows no faster than \(N^3\).

Hartree atomic units are used. The unit cell has a fixed shape and volume \(\Omega\). The pseudopotential is norm-conserving, so that the orbitals obey ordinary orthonormality. For each angular momentum \(l\) it deviates from a common local potential by a real radial function \(\delta V_l(r)\). The Kleinman-Bylander construction takes one reference function \(\phi_{lm}\) of the isolated pseudo-atom per channel and defines

\[
\beta_{lm}=\delta V_l\,\phi_{lm},\qquad
D_l=\frac{1}{\langle\phi_{lm}|\delta V_l|\phi_{lm}\rangle},\qquad
\hat V=\sum_{lm}|\beta_{lm}\rangle D_l\langle\beta_{lm}| .
\]

The denominator must not vanish. It is real because \(\delta V_l\) is real, and it does not depend on \(m\) because \(\delta V_l\) depends on the radius alone. The coefficient \(D_l\) is chosen so that the operator reproduces \(\delta V_l\) on the reference function. Functions with different \(lm\) are orthogonal on the sphere, hence

\[
\langle\beta_{l'm'}|\phi_{lm}\rangle
=\delta_{ll'}\delta_{mm'}\langle\phi_{lm}|\delta V_l|\phi_{lm}\rangle
=\frac{\delta_{ll'}\delta_{mm'}}{D_l},
\]
\[
\hat V\phi_{lm}=\beta_{lm}\,D_l\,\frac{1}{D_l}=\delta V_l\,\phi_{lm}.
\]

On other functions \(\hat V\) and \(\delta V_l\) generally differ. From here on \(\hat V\) is taken as the definition of the nonlocal potential, and the force below is the force belonging to that definition.

In a crystal every atom \(I\) at \(\mathbf R_I\) has images at \(\mathbf R_I+\mathbf T\), where \(\mathbf T\) runs over the lattice vectors. A Bloch state with wave vector \(\mathbf k\) is expanded as

\[
\psi_{n\mathbf k}(\mathbf r)=\frac{1}{\sqrt\Omega}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)\,e^{i\mathbf q\cdot\mathbf r},
\qquad \mathbf q=\mathbf k+\mathbf G,\qquad \tfrac12 q^2\le E_{\rm cut},
\]

with \(\sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2=1\), which normalizes the state in one cell. Let \(i\) stand for the pair \(lm\), and let

\[
b_{Ii,n\mathbf k}=\int d^3r\;\beta_i^*(\mathbf r-\mathbf R_I)\,\psi_{n\mathbf k}(\mathbf r)
\]

be the overlap, with the integral taken over all space. Bloch's theorem, \(\psi(\mathbf r+\mathbf T)=e^{i\mathbf k\cdot\mathbf T}\psi(\mathbf r)\), makes the overlap with the image at \(\mathbf R_I+\mathbf T\) equal to \(e^{i\mathbf k\cdot\mathbf T}b\). The contribution of atom \(I\) and channel \(i\) to the expectation value per cell is therefore

\[
\sum_{\mathbf T}\int_{\rm cell}d^3r\;\psi^*(\mathbf r)\,\beta_i(\mathbf r-\mathbf R_I-\mathbf T)\,D_i\,e^{i\mathbf k\cdot\mathbf T}\,b .
\]

Substitute \(\mathbf r=\mathbf r'+\mathbf T\). Then \(\psi^*(\mathbf r'+\mathbf T)=e^{-i\mathbf k\cdot\mathbf T}\psi^*(\mathbf r')\) cancels the phase, and the shifted cells together fill all space. The remaining integral is \(b^*\), so the contribution is \(D_i|b|^2\). With occupations \(f_{n\mathbf k}\) that include spin, and \(k\)-point weights \(w_{\mathbf k}\) that sum to one, the nonlocal energy per cell is

\[
E_{\rm NL}=\sum_{\mathbf k}w_{\mathbf k}\sum_n f_{n\mathbf k}\sum_{I,i}D_i\,|b_{Ii,n\mathbf k}|^2 .
\]

The overlap is needed in terms of the coefficients. For one plane wave, put \(\mathbf r=\mathbf R_I+\mathbf s\):

\[
\frac{1}{\sqrt\Omega}\int d^3r\,\beta_i^*(\mathbf r-\mathbf R_I)e^{i\mathbf q\cdot\mathbf r}
=\frac{e^{i\mathbf q\cdot\mathbf R_I}}{\sqrt\Omega}\int d^3s\,\beta_i^*(\mathbf s)e^{i\mathbf q\cdot\mathbf s}
=\frac{e^{i\mathbf q\cdot\mathbf R_I}}{\sqrt\Omega}\,\tilde\beta_i^*(\mathbf q),
\]

where \(\tilde\beta_i(\mathbf q)=\int d^3s\,e^{-i\mathbf q\cdot\mathbf s}\beta_i(\mathbf s)\). Calling the result \(B_{Ii}(\mathbf q)\), one has

\[
b_{Ii,n\mathbf k}=\sum_{\mathbf G}B_{Ii}(\mathbf q)\,c_{n\mathbf k}(\mathbf G),\qquad
B_{Ii}(\mathbf q)=\frac{e^{i\mathbf q\cdot\mathbf R_I}}{\sqrt\Omega}\,\tilde\beta_i^*(\mathbf q).
\]

The form factor \(\tilde\beta_i\) belongs to the kind of atom and does not know where the atom is. At fixed coefficients the position enters through the phase alone, and differentiating the phase multiplies each term by \(i\mathbf q\):

\[
\frac{\partial b_{Ii,n\mathbf k}}{\partial\mathbf R_I}
=\sum_{\mathbf G}i(\mathbf k+\mathbf G)\,B_{Ii}(\mathbf q)\,c_{n\mathbf k}(\mathbf G).
\]

Overlaps with projectors on other atoms do not depend on \(\mathbf R_I\). The position is real, so the product rule gives

\[
\frac{\partial|b|^2}{\partial\mathbf R_I}
=b^*\frac{\partial b}{\partial\mathbf R_I}+\Big(\frac{\partial b}{\partial\mathbf R_I}\Big)^{\!*}b
=2\,{\rm Re}\Big[b^*\frac{\partial b}{\partial\mathbf R_I}\Big].
\]

The force is minus the derivative of the energy per cell when the atom and all its images move together. All images feel the same force, so this derivative gives the force on one atom:

\[
\mathbf F_I^{\rm NL}=-2\sum_{\mathbf k}w_{\mathbf k}\sum_n f_{n\mathbf k}\sum_i D_i\,
{\rm Re}\Big[b_{Ii,n\mathbf k}^*\frac{\partial b_{Ii,n\mathbf k}}{\partial\mathbf R_I}\Big].
\]

The minus sign comes from the definition of a force, and the factor 2 from the two conjugate terms of the product rule. Any factor of two for spin sits in \(f\).

Since \(i\mathbf q\,e^{i\mathbf q\cdot\mathbf r}=\nabla e^{i\mathbf q\cdot\mathbf r}\), the derivative overlap is \(\int\beta_i^*(\mathbf r-\mathbf R_I)\nabla\psi\,d^3r\), the gradient of the orbital as seen by the projector. For an attractive channel, \(D_i<0\), the force points towards positions where the weight \(|b|^2\) is larger. For a repulsive channel it points the other way.

Writing both factors as sums shows where the force comes from:

\[
2\,{\rm Re}\Big[b^*\frac{\partial b}{\partial\mathbf R_I}\Big]
=\sum_{\mathbf G\mathbf G'}i(\mathbf q'-\mathbf q)\,
B^*(\mathbf q)c^*(\mathbf G)\,B(\mathbf q')c(\mathbf G').
\]

The terms with \(\mathbf G=\mathbf G'\) vanish. An orbital consisting of a single plane wave exerts no nonlocal force, as it must, because its overlap changes only by a phase when the atom moves, which leaves \(|b|^2\) unchanged. The force arises from interference between different plane waves. The difference \(\mathbf q'-\mathbf q=\mathbf G'-\mathbf G\) also shows that \(\mathbf k\) drops out of the weight, although the force still depends on \(\mathbf k\) through the form factors and the coefficients. In the factorized form this appears as follows. With \(i\mathbf G\) in place of \(i(\mathbf k+\mathbf G)\), the derivative overlap becomes \(\partial b/\partial\mathbf R_I-i\mathbf k\,b\), and

\[
b^*\Big(\frac{\partial b}{\partial\mathbf R_I}-i\mathbf k\,b\Big)
=b^*\frac{\partial b}{\partial\mathbf R_I}-i\mathbf k\,|b|^2 .
\]

The extra term is imaginary and disappears from the real part. The two weightings give different derivative overlaps but the same force. The weight \(i(\mathbf k+\mathbf G)\) is the one that belongs to the phase \(e^{i(\mathbf k+\mathbf G)\cdot\mathbf R_I}\) used here.

It remains to justify holding the coefficients fixed, since the orbitals of the ground state do change when an atom moves. Consider a Kohn-Sham total energy \(E\) with fixed occupations. Its derivative with respect to \(c^*_{n\mathbf k}(\mathbf G)\) is \(w_{\mathbf k}f_{n\mathbf k}\) times the component of \(Hc_{n\mathbf k}\), where \(H\) contains the kinetic energy, the ionic potentials and the Hartree and exchange-correlation potentials. For converged orbitals \(Hc_{n\mathbf k}=\varepsilon_{n\mathbf k}c_{n\mathbf k}\). The chain rule then gives, beside the explicit derivative, the response term

\[
\sum_{\mathbf k n}w_{\mathbf k}f_{n\mathbf k}\,\varepsilon_{n\mathbf k}
\Big[\frac{dc^\dagger_{n\mathbf k}}{d\mathbf R_I}c_{n\mathbf k}
+c^\dagger_{n\mathbf k}\frac{dc_{n\mathbf k}}{d\mathbf R_I}\Big]
=\sum_{\mathbf k n}w_{\mathbf k}f_{n\mathbf k}\,\varepsilon_{n\mathbf k}
\frac{d}{d\mathbf R_I}\big(c^\dagger_{n\mathbf k}c_{n\mathbf k}\big)=0,
\]

because the norm stays equal to one. This is the Hellmann-Feynman argument. It does not require a complete basis. It is sufficient that the basis functions do not move with the atoms, which plane waves in a fixed cell satisfy, and that the orbitals are eigenvectors within the basis. If instead \(Hc=\varepsilon c+r\) with a residual \(r\), the neglected part of the slope is \(2\,{\rm Re}\sum wf\,(dc^\dagger/d\mathbf R_I)\,r\). The force error is thus of first order in the residual.

The cancellation holds for the total energy and not for its parts. The response of \(E_{\rm NL}\) alone is \(2\,{\rm Re}\sum wf\,(dc^\dagger/d\mathbf R_I)\,V_{\rm NL}c\), where \(V_{\rm NL}\) is the matrix of the nonlocal potential. In general \(V_{\rm NL}c\) is not proportional to \(c\), and the norm condition does not remove this term. The nonlocal force is therefore a partial derivative of \(E_{\rm NL}\) at frozen orbitals. It should not be compared with the change of \(E_{\rm NL}\) between two relaxed ground states.

A similar caution applies to the sum of the forces over the atoms. Take independent electrons, with \(H=T+V\) and \(V\) the sum of local and nonlocal atomic potentials. Every matrix element of the potential of atom \(I\) carries the phase \(e^{-i(\mathbf q-\mathbf q')\cdot\mathbf R_I}\), so differentiating and summing over all atoms multiplies \(V_{\mathbf G\mathbf G'}\) by \(-i(\mathbf q-\mathbf q')\). The kinetic energy is diagonal and may be added, since there \(\mathbf q=\mathbf q'\). One eigenstate then contributes to the summed force

\[
i f\sum_{\mathbf G\mathbf G'}c^*(\mathbf G)(\mathbf q-\mathbf q')H_{\mathbf G\mathbf G'}c(\mathbf G')
=i f\varepsilon\Big[\sum_{\mathbf G}\mathbf q|c(\mathbf G)|^2-\sum_{\mathbf G'}\mathbf q'|c(\mathbf G')|^2\Big]=0 .
\]

In the first term \(H\) acted to the right on \(c\), in the second to the left on \(c^*\). Both steps use the eigenvalue equation of the full \(H\), which the nonlocal part alone does not satisfy in general. The nonlocal forces by themselves need not sum to zero.

Norm conservation entered through the condition \(c^\dagger c=1\). In ultrasoft and PAW methods the condition is \(c^\dagger Sc=1\), with an overlap matrix \(S\) that moves with the atoms, and the eigenvalue equation is \(Hc=\varepsilon Sc\). Differentiating the condition gives

\[
\frac{dc^\dagger}{d\mathbf R_I}Sc+c^\dagger S\frac{dc}{d\mathbf R_I}
=-c^\dagger\frac{\partial S}{\partial\mathbf R_I}c .
\]

The response term is then \(-\sum wf\varepsilon\,c^\dagger(\partial S/\partial\mathbf R_I)c\) instead of zero, and the force acquires the same expression with a plus sign. The projector derivatives are built as above, but the formula for \(\mathbf F_I^{\rm NL}\) is incomplete there. The explicit derivative must also include any augmentation charge that moves with the atom.

The nonlocal force now has an analytic formula in terms of projector overlaps and their derivatives at frozen coefficients, justified as part of the total force for converged orbitals and norm-conserving pseudopotentials. It remains to see the sizes of the terms in a two-atom model and to count the operations needed for the forces on all atoms.

Numerical values quoted here were computed with a short program.
